# A failing check and its repair

Subject: Operator transformation.

```python
# PAW operator transformation. With Delta_i = phi_i - phit_i (zero outside sphere R),
# projectors p_i inside R, <p_i|phit_j> = delta_ij, S_R = sum |Delta_i><p_i|,
# P_R = sum |phit_j><p_j| and T = 1 + sum_R S_R, the claim under test is
#   T^+ A T = A + sum_R sum_{ij in R} |p_i> D_ij <p_j|,
#   D_ij = <phi_i|A|phi_j> - <phit_i|A|phit_j>,
# for local A, non-overlapping spheres and (1-P_R) psit = 0 inside R. In general the
# difference is S_R^+ A (1-P_R) + (1-P_R)^+ A S_R plus cross terms S_R^+ A S_R'.
# Part 1: matrix tests on a grid. Part 2: hydrogen 2s, radial u = r R, atomic units inside.
import numpy as np
import sympy as sp
from numpy.polynomial import Polynomial as Poly
from scipy.constants import physical_constants as pc
from scipy.integrate import quad
from scipy.special import j1

HA = pc['Hartree energy in eV'][0]
BOHR = pc['Bohr radius'][0] * 1e10

# ---------------- Part 1: grid ----------------
rng = np.random.default_rng(7)
N = 40
one = np.eye(N)
def rnd(*s): return rng.normal(size=s) + 1j * rng.normal(size=s)
def dag(m): return m.conj().T

def build(regions, nwaves, delta_on_edge=False):
    out = []
    for idx in regions:
        phit = rnd(N, nwaves)
        delta = np.zeros((N, nwaves), complex)
        sup = idx if delta_on_edge else idx[1:-1]
        delta[sup] = rnd(len(sup), nwaves)
        proj = np.zeros((N, nwaves), complex)
        proj[idx] = dag(np.linalg.pinv(phit[idx]))
        assert np.allclose(dag(proj) @ phit, np.eye(nwaves), atol=1e-10)
        out.append((phit, phit + delta, proj))
    return out

def analyse(sets, A):
    S = [(phi - phit) @ dag(p) for phit, phi, p in sets]
    T = one + sum(S)
    exact = dag(T) @ A @ T
    formula = A + sum(p @ (dag(phi) @ A @ phi - dag(phit) @ A @ phit) @ dag(p)
                      for phit, phi, p in sets)
    Q = [one - phit @ dag(p) for phit, phi, p in sets]
    rem = sum(dag(s) @ A @ q + dag(q) @ A @ s for s, q in zip(S, Q))
    cross = dag(S[0]) @ A @ S[1] + dag(S[1]) @ A @ S[0]
    scale = np.linalg.norm(exact)
    assert np.linalg.norm(exact - formula - rem - cross) < 1e-10 * scale
    return exact, formula, np.linalg.norm(exact - formula) / scale, \
        np.linalg.norm(rem) / scale, np.linalg.norm(cross) / scale

up = np.eye(N, k=1)
A_pot = np.diag(rng.normal(size=N)).astype(complex)
A_mom = -0.5j * (up - up.T)
A_kin = (one - 0.5 * (up + up.T)).astype(complex)
g = np.arange(N)
A_non = np.exp(-(g[:, None] - g[None, :])**2 / 8.0).astype(complex)
touching = [np.arange(6, 14), np.arange(14, 22)]
overlapping = [np.arange(6, 14), np.arange(10, 18)]

print("grid tests, 40 points, two 8-point regions; relative errors (dimensionless)")
full = build(touching, 8)
for name, A in (("potential", A_pot), ("momentum", A_mom), ("kinetic", A_kin)):
    err = analyse(full, A)[2]
    assert err < 1e-10
    print(f"complete, touching, {name}: {err:.1e}")
err = analyse(full, A_non)[2]
assert err > 1e-3
print(f"nonlocal Gaussian kernel: {err:.3f}")
_, _, err, rem, cross = analyse(build(overlapping, 8), A_pot)
assert err > 1e-3 and rem < 1e-10
print(f"overlapping regions, potential: {err:.3f}")
edge = build(touching, 8, delta_on_edge=True)
assert analyse(edge, A_pot)[2] < 1e-10
err = analyse(edge, A_kin)[2]
assert err > 1e-3
print(f"Delta nonzero on edge point, kinetic: {err:.3f}")
trunc = build(touching, 4)
exact, formula, err, rem, cross = analyse(trunc, A_pot)
assert err > 1e-3 and cross < 1e-12
print(f"only 4 of 8 partial waves, potential: {err:.3f}")
vecs = rnd(N, 5)
for idx, (phit, phi, p) in zip(touching, trunc):
    vecs[idx] = phit[idx] @ rnd(4, 5)
lhs, rhs = dag(vecs) @ exact @ vecs, dag(vecs) @ formula @ vecs
err = np.linalg.norm(lhs - rhs) / np.linalg.norm(lhs)
assert err < 1e-10
print(f"4 of 8 waves, states in their span inside regions: {err:.1e}")
phit_all, phi_all, p_all = (np.hstack([s[k] for s in full]) for k in range(3))
all_pairs = A_pot + p_all @ (dag(phi_all) @ A_pot @ phi_all
                             - dag(phit_all) @ A_pot @ phit_all) @ dag(p_all)
exact = analyse(full, A_pot)[0]
err = np.linalg.norm(all_pairs - exact) / np.linalg.norm(exact)
assert err > 1e-3
print(f"sum wrongly taken over pairs in different regions: {err:.3f}")

# ---------------- Part 2: hydrogen ----------------
rc_ang = 0.70
rc = rc_ang / BOHR
energies = [-0.5, 0.0, 0.5]
xg, wg = np.polynomial.legendre.leggauss(60)
rg, wg = 0.5 * rc * (xg + 1), 0.5 * rc * wg

def series(eps, deg=34):
    a = np.zeros(deg + 1); a[1] = 1.0
    for k in range(1, deg):
        a[k + 1] = (-2 * a[k] - 2 * eps * a[k - 1]) / (k * (k + 1))
    return Poly(a)
assert np.allclose(series(-0.5)(rg), rg * np.exp(-rg), atol=1e-13)
assert np.allclose(series(0.0)(rg), np.sqrt(rg / 2) * j1(np.sqrt(8 * rg)), atol=1e-13)

def pint(p): return p.integ()(rc)
def smooth(val, slope, curv):
    M = np.array([[rc**k for k in (1, 3, 5)], [k * rc**(k - 1) for k in (1, 3, 5)],
                  [0.0, 6 * rc, 20 * rc**3]])
    a = np.linalg.solve(M, [val, slope, curv])
    return Poly([0, a[0], 0, a[1], 0, a[2]])
def elem_poly(op, u, v):   # exact polynomial integration over the sphere
    if op == "overlap": return pint(u * v)
    if op == "potential": return -pint(Poly((u * v).coef[1:]))
    return 0.5 * pint(u.deriv() * v.deriv())
def elem_quad(op, u, v):   # Gauss quadrature over the sphere
    if op == "overlap": return np.sum(wg * u(rg) * v(rg))
    if op == "potential": return -np.sum(wg * u(rg) * v(rg) / rg)
    return 0.5 * np.sum(wg * u.deriv()(rg) * v.deriv()(rg))

r = sp.symbols('r', positive=True)
u2 = r * (1 - r / 2) * sp.exp(-r / 2) / sp.sqrt(2)
dens = {"overlap": u2**2, "potential": -u2**2 / r, "kinetic": sp.diff(u2, r)**2 / 2}
true2s = {k: float(sp.integrate(sp.expand(v), (r, 0, sp.oo))) for k, v in dens.items()}
u2f = [sp.lambdify(r, sp.diff(u2, r, k), 'numpy') for k in range(3)]
outside = {}
for k, v in dens.items():
    f = sp.lambdify(r, v, 'numpy')
    outside[k] = quad(f, rc, 120, epsabs=1e-12, epsrel=1e-12, limit=200)[0]
    assert abs(outside[k] + np.sum(wg * f(rg)) - true2s[k]) < 1e-10

phi = [series(e) for e in energies]
phi = [u / np.sqrt(pint(u * u)) for u in phi]
phit = [smooth(u(rc), u.deriv()(rc), u.deriv(2)(rc)) for u in phi]
psit = smooth(*[f(rc) for f in u2f])
for u, v in zip(phi, phit):
    assert all(abs((u - v).deriv(m)(rc)) < 1e-11 for m in (1, 2)) and abs(u(rc) - v(rc)) < 1e-11
shape = Poly([1, 0, -1 / rc**2])**2
ops = {"overlap": (1.0, "(dimensionless)"), "potential": (HA, "eV"), "kinetic": (HA, "eV")}

print(f"hartree = {HA:.6f} eV, bohr = {BOHR:.6f} angstrom")
print(f"r_c = {rc_ang:.2f} angstrom = {rc:.6f} bohr")
print("partial-wave energies (eV): " + " ".join(f"{e * HA:.4f}" for e in energies))
for name, v in [(f"phit_{i + 1}", phit[i]) for i in range(3)] + [("psit_2s", psit)]:
    print(f"{name} b1 b3 b5 (dimensionless): "
          + " ".join(f"{v.coef[k] * rc**(k + 0.5):.6f}" for k in (1, 3, 5)))
D = {}
for op, (u, lab) in ops.items():
    D[op] = np.array([[elem_poly(op, phi[i], phi[j]) - elem_poly(op, phit[i], phit[j])
                       for j in range(3)] for i in range(3)])
    for i in range(3):
        print(f"D {op} row {i + 1} {lab}: " + " ".join(f"{x * u:.6f}" for x in D[op][i]))
D_lap = np.array([[-0.5 * np.sum(wg * (phi[i](rg) * phi[j].deriv(2)(rg)
                   - phit[i](rg) * phit[j].deriv(2)(rg))) for j in range(3)] for i in range(3)])
assert np.allclose(D_lap, D["kinetic"], atol=1e-10)
for op, (u, lab) in ops.items():
    print(f"<psit|{op}|psit> = {(elem_poly(op, psit, psit) + outside[op]) * u:.6f} {lab},"
          f" true 2s = {true2s[op] * u:.6f}")

chi_max = []
for n in (1, 2, 3):
    B = np.array([[pint(phit[i] * shape * phit[j]) for j in range(n)] for i in range(n)])
    Bi = np.linalg.inv(B)
    proj = [shape * sum((Bi[i, j] * phit[j] for j in range(n)), Poly([0.0])) for i in range(n)]
    bio = np.array([[elem_quad("overlap", proj[i], phit[j]) for j in range(n)] for i in range(n)])
    assert np.allclose(bio, np.eye(n), atol=1e-9)
    c = np.array([pint(p * psit) for p in proj])
    psi = psit + sum((c[i] * (phi[i] - phit[i]) for i in range(n)), Poly([0.0]))
    chi = psit - sum((c[i] * phit[i] for i in range(n)), Poly([0.0]))
    rr = np.linspace(0, rc, 401)
    chi_max.append(np.max(np.abs(chi(rr))))
    dev = np.max(np.abs(psi(rr) - u2f[0](rr)))
    print(f"n={n}: c_i (dimensionless) = " + " ".join(f"{x:.6f}" for x in c))
    print(f"n={n}: max|chi| = {chi_max[-1] / np.sqrt(BOHR):.2e}, "
          f"max|T psit - u2s| = {dev / np.sqrt(BOHR):.2e} angstrom^-1/2")
    for op, (u, lab) in ops.items():
        corr = c @ D[op][:n, :n] @ c
        form = elem_poly(op, psit, psit) + outside[op] + corr
        defi = elem_quad(op, psi, psi) + outside[op]
        rem = 2 * sum(c[i] * elem_quad(op, phi[i] - phit[i], chi) for i in range(n))
        assert abs(defi - form - rem) < 1e-10
        if n < 3:
            assert abs(defi - form) > 1e-8
        else:
            assert abs(defi - form) < 1e-9 and abs(defi - true2s[op]) < 1e-3 and dev > 1e-9
        print(f"n={n} {op}: cDc {corr * u:.6f}, formula {form * u:.6f}, "
              f"definition {defi * u:.6f}, remainder {rem * u:.2e} {lab}")
        if n == 3:
            print(f"n=3 {op}: definition - true 2s = {(defi - true2s[op]) * u:.2e} {lab}")
            if u != 1.0:
                print(f"n=3 {op}: formula = {form:.6f} hartree")
assert chi_max[0] > chi_max[1] > 1e-6 and chi_max[2] < 1e-9

# value-only matching of the 1s wave: smooth wave a*r has a kink at r_c
u1, lin = phi[0], Poly([0, phi[0](rc) / rc])
d_grad = elem_quad("kinetic", u1, u1) - elem_quad("kinetic", lin, lin)
d_lap = -0.5 * np.sum(wg * u1(rg) * u1.deriv(2)(rg))
surf = 0.5 * (u1(rc) * u1.deriv()(rc) - lin(rc) * lin.deriv()(rc))
assert abs(d_grad - d_lap - surf) < 1e-11 and abs(surf) > 1e-2
c1 = 2 * rc * np.exp(-rc) / lin(rc)
t_out = quad(lambda x: 2 * ((1 - x) * np.exp(-x))**2, rc, 60, epsabs=1e-12, epsrel=1e-12, limit=200)[0]
t_smooth = c1**2 * elem_poly("kinetic", lin, lin) + t_out
t_true = float(sp.integrate(sp.expand(sp.diff(2 * r * sp.exp(-r), r)**2 / 2), (r, 0, sp.oo)))
assert abs(t_smooth + c1**2 * d_grad - t_true) < 1e-10
assert abs(t_smooth + c1**2 * d_lap - t_true) > 1e-2
print(f"value-only 1s: D grad {d_grad * HA:.6f}, D Laplace {d_lap * HA:.6f}, surface {surf * HA:.6f} eV")
print(f"value-only 1s: c = {c1:.6f} (dimensionless), smooth kinetic {t_smooth * HA:.6f} eV")
print(f"1s kinetic: grad {(t_smooth + c1**2 * d_grad) * HA:.6f}, "
      f"Laplace {(t_smooth + c1**2 * d_lap) * HA:.6f}, true {t_true * HA:.6f} eV")
print("all assertions hold")
```

The run ends like this:

```
grid tests, 40 points, two 8-point regions; relative errors (dimensionless)
complete, touching, potential: 5.1e-16
complete, touching, momentum: 1.0e-15
complete, touching, kinetic: 3.4e-16
nonlocal Gaussian kernel: 0.306
overlapping regions, potential: 0.268
Delta nonzero on edge point, kinetic: 0.108
only 4 of 8 partial waves, potential: 0.445
4 of 8 waves, states in their span inside regions: 4.7e-16
sum wrongly taken over pairs in different regions: 0.351
hartree = 27.211386 eV, bohr = 0.529177 angstrom
r_c = 0.70 angstrom = 1.322808 bohr
partial-wave energies (eV): -13.6057 0.0000 13.6057
phit_1 b1 b3 b5 (dimensionless): 2.361438 -1.650379 0.443405
phit_2 b1 b3 b5 (dimensionless): 2.723341 -2.640093 0.689772
phit_3 b1 b3 b5 (dimensionless): 3.043708 -3.771184 1.058587
psit_2s b1 b3 b5 (dimensionless): 0.566252 -0.510701 0.132453
D overlap row 1 (dimensionless): 0.156585 0.191906 0.234867
D overlap row 2 (dimensionless): 0.191906 0.232744 0.281581
D overlap row 3 (dimensionless): 0.234867 0.281581 0.336297
D potential row 1 eV: -10.490020 -12.934446 -15.865537
D potential row 2 eV: -12.934446 -15.836509 -19.273926
D potential row 3 eV: -15.865537 -19.273926 -23.252830
D kinetic row 1 eV: 6.950897 9.815888 13.238479
D kinetic row 2 eV: 9.815888 13.837576 18.666826
D kinetic row 3 eV: 13.238479 18.666826 25.189762
<psit|overlap|psit> = 0.990241 (dimensionless), true 2s = 1.000000
<psit|potential|psit> = -6.141411 eV, true 2s = -6.802847
<psit|kinetic|psit> = 2.858243 eV, true 2s = 3.401423
n=1: c_i (dimensionless) = 0.223256
n=1: max|chi| = 8.34e-02, max|T psit - u2s| = 1.08e-02 angstrom^-1/2
n=1 overlap: cDc 0.007805, formula 0.998046, definition 0.998208, remainder 1.62e-04 (dimensionless)
n=1 potential: cDc -0.522855, formula -6.664266, definition -6.682759, remainder -1.85e-02 eV
n=1 kinetic: cDc 0.346454, formula 3.204697, definition 3.289326, remainder 8.46e-02 eV
n=2: c_i (dimensionless) = 0.057705 0.157965
n=2: max|chi| = 8.66e-04, max|T psit - u2s| = 3.86e-04 angstrom^-1/2
n=2 overlap: cDc 0.009828, formula 1.000069, definition 1.000068, remainder -3.29e-07 (dimensionless)
n=2 potential: cDc -0.665905, formula -6.807316, definition -6.807245, remainder 7.12e-05 eV
n=2 kinetic: cDc 0.547387, formula 3.405630, definition 3.405592, remainder -3.79e-05 eV
Traceback (most recent call last):
  File "check.py", line 173, in <module>
    assert np.allclose(bio, np.eye(n), atol=1e-9)
AssertionError
```

The author's reading of the failure: The three smooth partial waves are nearly linearly dependent inside the sphere, so their weighted overlap matrix B is ill-conditioned. Inverting it in double precision left rounding errors above 1e-9 in ⟨p_i|φ̃_j⟩ for three waves; the physics and the formulas were not at fault. The projectors, the biorthogonality test and the coefficients c_i are now computed in 40-digit mpmath arithmetic (B by exact integration, the test and c_i by Gauss-Legendre quadrature), and the condition number of B is printed. The biorthogonality tolerance is tightened from 1e-9 to 1e-20, and no other test or tolerance changes.

The change:

```diff
@@ -9,4 +9,5 @@
 import numpy as np
 import sympy as sp
+import mpmath as mp
 from numpy.polynomial import Polynomial as Poly
 from scipy.constants import physical_constants as pc
@@ -16,4 +17,5 @@
 HA = pc['Hartree energy in eV'][0]
 BOHR = pc['Bohr radius'][0] * 1e10
+mp.mp.dps = 40
 
 # ---------------- Part 1: grid ----------------
@@ -126,4 +128,19 @@
     return 0.5 * np.sum(wg * u.deriv()(rg) * v.deriv()(rg))
 
+# Projectors p_i = f sum_j (B^-1)_ij phit_j, f = (1 - r^2/rc^2)^2, in 40-digit arithmetic
+# because B is ill-conditioned when the smooth waves are nearly dependent.
+rcm = mp.mpf(rc)
+odd = (1, 3, 5)
+def mp_eval(u, x): return sum(mp.mpf(float(u.coef[k])) * x**k for k in odd)
+def mp_weighted_overlap(u, v):   # exact integral of u f v over the sphere
+    return sum(mp.mpf(float(u.coef[a])) * mp.mpf(float(v.coef[b])) * rcm**(a + b + 1)
+               * (mp.mpf(1) / (a + b + 1) - mp.mpf(2) / (a + b + 3) + mp.mpf(1) / (a + b + 5))
+               for a in odd for b in odd)
+def project(Binv, waves, i, target):   # <p_i|target> by quadrature
+    def integrand(x):
+        p = (1 - (x / rcm)**2)**2 * sum(Binv[i, j] * mp_eval(w, x) for j, w in enumerate(waves))
+        return p * mp_eval(target, x)
+    return mp.quad(integrand, [0, rcm], method='gauss-legendre')
+
 r = sp.symbols('r', positive=True)
 u2 = r * (1 - r / 2) * sp.exp(-r / 2) / sp.sqrt(2)
@@ -143,5 +160,4 @@
 for u, v in zip(phi, phit):
     assert all(abs((u - v).deriv(m)(rc)) < 1e-11 for m in (1, 2)) and abs(u(rc) - v(rc)) < 1e-11
-shape = Poly([1, 0, -1 / rc**2])**2
 ops = {"overlap": (1.0, "(dimensionless)"), "potential": (HA, "eV"), "kinetic": (HA, "eV")}
 
@@ -151,5 +167,5 @@
 for name, v in [(f"phit_{i + 1}", phit[i]) for i in range(3)] + [("psit_2s", psit)]:
     print(f"{name} b1 b3 b5 (dimensionless): "
-          + " ".join(f"{v.coef[k] * rc**(k + 0.5):.6f}" for k in (1, 3, 5)))
+          + " ".join(f"{v.coef[k] * rc**(k + 0.5):.6f}" for k in odd))
 D = {}
 for op, (u, lab) in ops.items():
@@ -167,10 +183,15 @@
 chi_max = []
 for n in (1, 2, 3):
-    B = np.array([[pint(phit[i] * shape * phit[j]) for j in range(n)] for i in range(n)])
-    Bi = np.linalg.inv(B)
-    proj = [shape * sum((Bi[i, j] * phit[j] for j in range(n)), Poly([0.0])) for i in range(n)]
-    bio = np.array([[elem_quad("overlap", proj[i], phit[j]) for j in range(n)] for i in range(n)])
-    assert np.allclose(bio, np.eye(n), atol=1e-9)
-    c = np.array([pint(p * psit) for p in proj])
+    waves = phit[:n]
+    B = mp.matrix(n, n)
+    for i in range(n):
+        for j in range(n):
+            B[i, j] = mp_weighted_overlap(waves[i], waves[j])
+    Binv = mp.inverse(B)
+    for i in range(n):
+        for j in range(n):
+            assert abs(project(Binv, waves, i, waves[j]) - (1 if i == j else 0)) < mp.mpf('1e-20')
+    cond_B = np.linalg.cond(np.array([[float(B[i, j]) for j in range(n)] for i in range(n)]))
+    c = np.array([float(project(Binv, waves, i, psit)) for i in range(n)])
     psi = psit + sum((c[i] * (phi[i] - phit[i]) for i in range(n)), Poly([0.0]))
     chi = psit - sum((c[i] * phit[i] for i in range(n)), Poly([0.0]))
@@ -178,5 +199,6 @@
     chi_max.append(np.max(np.abs(chi(rr))))
     dev = np.max(np.abs(psi(rr) - u2f[0](rr)))
-    print(f"n={n}: c_i (dimensionless) = " + " ".join(f"{x:.6f}" for x in c))
+    print(f"n={n}: c_i (dimensionless) = " + " ".join(f"{x:.6f}" for x in c)
+          + f", cond(B) = {cond_B:.1e}")
     print(f"n={n}: max|chi| = {chi_max[-1] / np.sqrt(BOHR):.2e}, "
           f"max|T psit - u2s| = {dev / np.sqrt(BOHR):.2e} angstrom^-1/2")
```

Output now:

```
grid tests, 40 points, two 8-point regions; relative errors (dimensionless)
complete, touching, potential: 5.1e-16
complete, touching, momentum: 1.0e-15
complete, touching, kinetic: 3.4e-16
nonlocal Gaussian kernel: 0.306
overlapping regions, potential: 0.268
Delta nonzero on edge point, kinetic: 0.108
only 4 of 8 partial waves, potential: 0.445
4 of 8 waves, states in their span inside regions: 4.7e-16
sum wrongly taken over pairs in different regions: 0.351
hartree = 27.211386 eV, bohr = 0.529177 angstrom
r_c = 0.70 angstrom = 1.322808 bohr
partial-wave energies (eV): -13.6057 0.0000 13.6057
phit_1 b1 b3 b5 (dimensionless): 2.361438 -1.650379 0.443405
phit_2 b1 b3 b5 (dimensionless): 2.723341 -2.640093 0.689772
phit_3 b1 b3 b5 (dimensionless): 3.043708 -3.771184 1.058587
psit_2s b1 b3 b5 (dimensionless): 0.566252 -0.510701 0.132453
D overlap row 1 (dimensionless): 0.156585 0.191906 0.234867
D overlap row 2 (dimensionless): 0.191906 0.232744 0.281581
D overlap row 3 (dimensionless): 0.234867 0.281581 0.336297
D potential row 1 eV: -10.490020 -12.934446 -15.865537
D potential row 2 eV: -12.934446 -15.836509 -19.273926
D potential row 3 eV: -15.865537 -19.273926 -23.252830
D kinetic row 1 eV: 6.950897 9.815888 13.238479
D kinetic row 2 eV: 9.815888 13.837576 18.666826
D kinetic row 3 eV: 13.238479 18.666826 25.189762
<psit|overlap|psit> = 0.990241 (dimensionless), true 2s = 1.000000
<psit|potential|psit> = -6.141411 eV, true 2s = -6.802847
<psit|kinetic|psit> = 2.858243 eV, true 2s = 3.401423
n=1: c_i (dimensionless) = 0.223256, cond(B) = 1.0e+00
n=1: max|chi| = 8.34e-02, max|T psit - u2s| = 1.08e-02 angstrom^-1/2
n=1 overlap: cDc 0.007805, formula 0.998046, definition 0.998208, remainder 1.62e-04 (dimensionless)
n=1 potential: cDc -0.522855, formula -6.664266, definition -6.682759, remainder -1.85e-02 eV
n=1 kinetic: cDc 0.346454, formula 3.204697, definition 3.289326, remainder 8.46e-02 eV
n=2: c_i (dimensionless) = 0.057705 0.157965, cond(B) = 7.1e+02
n=2: max|chi| = 8.66e-04, max|T psit - u2s| = 3.86e-04 angstrom^-1/2
n=2 overlap: cDc 0.009828, formula 1.000069, definition 1.000068, remainder -3.29e-07 (dimensionless)
n=2 potential: cDc -0.665905, formula -6.807316, definition -6.807245, remainder 7.12e-05 eV
n=2 kinetic: cDc 0.547387, formula 3.405630, definition 3.405592, remainder -3.79e-05 eV
n=3: c_i (dimensionless) = 0.035208 0.198848 -0.019193, cond(B) = 3.2e+06
n=3: max|chi| = 0.00e+00, max|T psit - u2s| = 9.99e-05 angstrom^-1/2
n=3 overlap: cDc 0.009741, formula 0.999982, definition 0.999982, remainder 0.00e+00 (dimensionless)
n=3 overlap: definition - true 2s = -1.80e-05 (dimensionless)
n=3 potential: cDc -0.660296, formula -6.801708, definition -6.801708, remainder 0.00e+00 eV
n=3 potential: definition - true 2s = 1.14e-03 eV
n=3 potential: formula = -0.249958 hartree
n=3 kinetic: cDc 0.542103, formula 3.400346, definition 3.400346, remainder 0.00e+00 eV
n=3 kinetic: definition - true 2s = -1.08e-03 eV
n=3 kinetic: formula = 0.124960 hartree
value-only 1s: D grad 13.605693, D Laplace 27.314045, surface -13.708352 eV
value-only 1s: c = 0.702112 (dimensionless), smooth kinetic 6.898617 eV
1s kinetic: grad 13.605693, Laplace 20.363376, true 13.605693 eV
all assertions hold
```
